# Depletion capacitance of a junction with slowly responding, incompletely ionized acceptors

## Result

Consider a one-sided n+p junction whose p side holds acceptors that are only partly ionized in the neutral bulk. Its small-signal admittance per area is written \(Y=i\omega C^*\), with \(C^*=C-iG/\omega\), where \(C\) is the measured capacitance and \(G\) the conductance. For a band bending \(\Phi\) much larger than the thermal energy,

\[
\frac{1}{C^*(\omega,\Phi)}=\frac{1}{C_0(\Phi)}+\frac{\Lambda(\omega)}{\varepsilon}. \tag{1}
\]

Here \(C_0\) is the static capacitance and \(\Lambda\) is a complex length. It depends on frequency, doping and temperature, but not on bias. The slow acceptors therefore act as a fixed, frequency-dependent addition to the depletion width.

The emission rate \(e_h\) does not by itself set the frequency at which the response changes. An acceptor relaxes by emission and capture together, at the rate \(e_h/f\), where \(f\) is its ionized fraction. This is faster than \(e_h\) wherever holes are present.

## Model and conventions

The algebra uses atomic units: the elementary charge is 1 and \(\varepsilon=\varepsilon_r/4\pi\), so potential and energy have the same unit. I write \(\theta=k_BT\). Time dependence is \(e^{i\omega t}\).

The p side has uniform densities \(N_A\) of acceptors and \(N_D<N_A\) of fully ionized compensating donors, and \(N=N_A-N_D\). The coordinate \(x\) runs from the neutral bulk towards the junction. The potential \(\phi\) is zero in the bulk and rises to \(\Phi\) at the junction, and \(u=\phi/\theta\).

Three assumptions are made. Holes are non-degenerate and have a flat quasi-Fermi level, so they follow the potential at once: \(p=p_0e^{-u}\). Electrons on the p side are neglected. So is the potential drop on the heavily doped n side.

## Occupation of the acceptors

A neutral acceptor holds a bound hole, with binding energy \(E_A\) and \(g\) states; an ionized one has a single state. The chemical potential of the holes, measured from the band edge, is \(\theta\ln(p/N_v)\), with \(N_v\) the effective band density. The ratio of neutral to ionized acceptors is therefore

\[
\frac{1-f}{f}=g\,\frac{p}{N_v}e^{E_A/\theta}=\frac{p}{p_1},\qquad p_1=\frac{N_v}{g}e^{-E_A/\theta}.
\]

With \(r=p_0/p_1\) this gives

\[
f(u)=\frac{1}{1+re^{-u}},\qquad f_0=\frac{1}{1+r}. \tag{2}
\]

Neutrality in the bulk requires \(p_0+N_D=N_Af_0\). Inserting \(f_0=p_1/(p_1+p_0)\) and multiplying out gives

\[
p_0^2+(N_D+p_1)p_0-p_1N=0,
\]

whose positive root is \(p_0\).

## Static capacitance

Poisson's equation is

\[
\varepsilon\phi''=n(u),\qquad n=N_Af-N_D-p, \tag{3}
\]

where \(n\) is the net negative charge density. Let \(F=\phi'>0\). Multiplying (3) by \(\phi'\) and integrating from the bulk, where \(F=0\), gives \(F^2/2=(\theta/\varepsilon)\int_0^u n\,du'\). Since \(f=e^u/(e^u+r)\), its integral is a logarithm:

\[
F^2=\frac{2\theta}{\varepsilon}\left[N_A\ln\frac{e^u+r}{1+r}-N_Du-p_0(1-e^{-u})\right]. \tag{4}
\]

At the junction \(u=\Phi/\theta\gg1\), and the bending is taken large enough that \(e^u\gg r\) too. There \(\ln(e^u+r)\to u\), and \(\ln(1+r)=\ln(1/f_0)\), so

\[
F_s^2=\frac{2}{\varepsilon}\left[N\Phi-\theta\left(N_A\ln\frac1{f_0}+p_0\right)\right].
\]

By Gauss's law the charge per area is \(\varepsilon F_s\). Differentiating \(F_s^2\) gives \(2F_s\,dF_s/d\Phi=2N/\varepsilon\), hence \(C_0=\varepsilon\,dF_s/d\Phi=N/F_s\) and

\[
\frac1{C_0^2}=\frac{2}{\varepsilon N}\left[\Phi-\frac{\theta}{N}\left(N_A\ln\frac1{f_0}+p_0\right)\right]. \tag{5}
\]

Incomplete ionization moves the intercept but not the slope. A static capacitance-voltage measurement yields \(N_A-N_D\), not the bulk hole density, because acceptors that are neutral in the bulk become ionized once the depletion layer covers them.

## Response of one acceptor

With capture coefficient \(c\), the ionized fraction obeys

\[
\frac{df}{dt}=e_h(1-f)-c\,p\,f. \tag{6}
\]

The first term is emission of a hole by a neutral acceptor, the second capture by an ionized one. Equilibrium must reproduce \((1-f)/f=p/p_1\), so \(e_h=cp_1\). It follows that

\[
f=\frac{e_h}{e_h+cp},\qquad e_h+cp=\frac{e_h}{f},\qquad cpf=e_h(1-f).
\]

Now let the potential change by a small \(\delta\phi=\theta\,\delta u\). The holes follow with \(\delta p=-p\,\delta u\), and (6) becomes, to first order,

\[
i\omega\,\delta f=-(e_h+cp)\,\delta f-cf\,\delta p=-\frac{e_h}{f}\delta f+e_h(1-f)\,\delta u .
\]

Solving for \(\delta f\) and multiplying numerator and denominator by \(f/e_h\),

\[
\delta f=\frac{f(1-f)}{1+i\omega f/e_h}\,\delta u. \tag{7}
\]

The relaxation rate \(e_h/f\) falls from \(e_h/f_0\) in the bulk to \(e_h\) in the depleted layer.

## From Poisson's equation to the length \(\Lambda\)

Linearizing (3) gives \(\varepsilon\,\delta\phi''=N_A\delta f-\delta p\), that is

\[
\delta\phi''=\kappa^2\delta\phi,\qquad
\kappa^2=\frac{1}{\varepsilon\theta}\left[p+\frac{N_Af(1-f)}{1+i\omega f/e_h}\right]. \tag{8}
\]

No holes cross the junction plane, so the current there is the displacement current \(i\omega\varepsilon\,\delta\phi'\). Hence \(C^*=\varepsilon\,\delta\phi'/\delta\phi\) at the junction. Define \(Z=\delta\phi/\delta\phi'\) at every \(x\), so that \(1/C^*=Z_s/\varepsilon\), the subscript \(s\) marking the junction. Differentiating the quotient,

\[
\frac{dZ}{dx}=1-\frac{\delta\phi\,\delta\phi''}{\delta\phi'^2}=1-\kappa^2Z^2,
\]

and since \(du/dx=F/\theta\),

\[
\frac{dZ}{du}=\frac{\theta}{F(u)}\left(1-\kappa^2Z^2\right). \tag{9}
\]

In the bulk \(\kappa\) is constant, and the disturbance that dies out away from the junction is \(e^{\kappa x}\). The starting value is therefore \(Z=1/\kappa\) at \(u=0\).

The static solution \(Z_0\) is known. Differentiating (3) with respect to \(x\) gives \(\varepsilon F''=(dn/d\phi)F\). Because \(df/du=f(1-f)\) and \(dp/du=-p\), this is \(F''=\kappa_0^2F\), with \(\kappa_0\) the value of \(\kappa\) at \(\omega=0\). The static field itself is thus the static disturbance, and

\[
Z_0=\frac{F}{F'}=\frac{\varepsilon F}{n}.
\]

At the junction \(n=N\), which returns \(C_0=N/F_s\). The difference of the two solutions obeys

\[
\frac{d(Z-Z_0)}{dx}=\kappa_0^2Z_0^2-\kappa^2Z^2 .
\]

In the depleted layer both \(\kappa^2\) and \(\kappa_0^2\) fall as \(e^{-u}\), while \(Z\) and \(Z_0\) grow only in proportion to distance. The right side vanishes rapidly and \(Z-Z_0\) settles to a constant, which is \(\Lambda\). Nothing in (9) contains \(\Phi\) except the end point of the integration, so \(\Lambda\) does not depend on bias. This proves (1), with a remainder of order \(e^{-\Phi/\theta}\) times powers of \(\Phi/\theta\).

The proof requires uniform doping. In a graded layer the depletion edge meets a different bulk at each bias, and \(\Lambda\) changes with it.

## Low frequencies

Combining \(\delta\phi''=\kappa^2\delta\phi\) with \(F''=\kappa_0^2F\) gives

\[
(\delta\phi'F-\delta\phi F')'=-(\kappa_0^2-\kappa^2)\,\delta\phi\,F .
\]

Integrate from the bulk, where both solutions vanish, to the junction; then multiply by \(\varepsilon\) and divide by \(\delta\phi_sF_s\). The left side becomes \(C^*-C_0\). From (8),

\[
\kappa_0^2-\kappa^2=\frac{N_Af(1-f)}{\varepsilon\theta}\,\frac{i\omega f/e_h}{1+i\omega f/e_h}.
\]

With \(F\,dx=\theta\,du\) and \(f(1-f)\,du=df\),

\[
C_0-C^*=\frac{N_A}{F_s}\int_{f_0}^{1}\frac{i\omega f/e_h}{1+i\omega f/e_h}\,\frac{\delta\phi}{\delta\phi_s}\,df. \tag{10}
\]

The upper limit is 1 up to exponentially small terms. To first order in \(\omega\), \(\delta\phi/\delta\phi_s\) may be replaced by its static form \(F/F_s\). Since \(\Lambda\simeq\varepsilon(C_0-C^*)/C_0^2\) and \(C_0=N/F_s\),

\[
\Lambda\simeq i\omega\Lambda_1,\qquad
\Lambda_1=\frac{\varepsilon N_A}{e_hN^2}\int_{f_0}^1 fF\,df. \tag{11}
\]

The leading effect is a loss, \(G/\omega\simeq\omega\Lambda_1C_0^2/\varepsilon\). The capacitance itself changes only at second order.

## High frequencies

Since \(p=p_1(1-f)/f\), the ratio of the acceptor term to the hole term in (8) is at most \(e_hN_A/(\omega p_1)\) in magnitude. When \(\omega\gg e_hN_A/p_1\), only the hole term survives. Equation (9) then gives a real length \(\Lambda_\infty\). An estimate follows if the gradual ionization is replaced by a step from \(f_0\) to 1 at some \(u^*\).

The step must leave the field in the depleted layer unchanged, so the integral of \(f\) must agree there. The true integral is \(u-\ln(1/f_0)\), and the step gives \(f_0u^*+u-u^*\). Hence

\[
u^*=\frac{\ln(1/f_0)}{1-f_0}.
\]

Between bulk and step the net charge is \(p_0(1-e^{-u})\), which integrates to \(p_0(u^*-1+e^{-u^*})\). Dropping the hole tail \(e^{-u^*}\), the field at the step is \(F^*=\sqrt{2\theta p_0(u^*-1)/\varepsilon}\). A layer of constant charge \(p_0\) that supports this field has the thickness

\[
\lambda=\frac{\varepsilon F^*}{p_0}=L_D\sqrt{2(u^*-1)},\qquad L_D^2=\frac{\varepsilon\theta}{p_0}.
\]

At high frequency the charge responds at the hole edge, a distance \(\lambda\) behind the step, so \(Z=\lambda\) at the step. Statically, just outside the step, \(Z_0=\varepsilon F^*/N=\lambda p_0/N\). The difference is

\[
\Lambda_\infty\approx L_D\sqrt{2(u^*-1)}\left(1-\frac{p_0}{N}\right). \tag{12}
\]

The estimate is useful when the acceptors are mostly, but not almost entirely, neutral in the bulk. As \(f_0\to0\) it grows without bound relative to \(L_D\), while the length from (9) levels off: without donors it approaches about \(2L_D\), and (12) is 27 % too large at \(f_0=0.05\) and 48 % too large at \(f_0=0.01\). Compensation with \(N_D\gg p_1\) can also spoil it. For very deep or compensated acceptors (9) should be integrated instead. In the opposite limit, \(p_1\gg N_A\), where \(f_0\to1\), the tail \(e^{-u^*}\) is not small and (12) fails. Equation (10) covers that case. The slow part of \(\kappa^2\) is then at most \(N_A/p_1\) times the hole part, a small perturbation, so \(\delta\phi/\delta\phi_s\to F/F_s\) and

\[
\Lambda_\infty\simeq\frac{\varepsilon N_A}{N^2}\int_{f_0}^1F\,df ,
\]

which vanishes in proportion to \(1-f_0\). Fully ionized acceptors produce no dispersion. Strong compensation with \(N_D\gg p_1\) can also bring \(f_0\) near 1, but that case is different: the density of neutral acceptors, \(N_A(1-f_0)=N-p_0\), is then still close to \(N\), and the dispersion remains.

A form that matches both ends of the spectrum is

\[
\Lambda(\omega)\approx\frac{i\omega\Lambda_1\Lambda_\infty}{\Lambda_\infty+i\omega\Lambda_1}. \tag{13}
\]

It has a single relaxation time, whereas (7) contains a range of them, so it is an interpolation and not a derived law.

## Doping read from high-frequency data

Suppose \(1/C_\infty^2\) is plotted against bias at high frequency, with the bias itself changed slowly compared with \(1/e_h\), so that the acceptors are in equilibrium at each bias. Since \(\Lambda_\infty\) is constant,

\[
\frac{d}{d\Phi}\frac1{C_\infty^2}=\frac{2}{C_\infty}\frac{d}{d\Phi}\frac1{C_0}
=\frac{C_0}{C_\infty}\,\frac{d}{d\Phi}\frac1{C_0^2}=\frac{C_0}{C_\infty}\,\frac{2}{\varepsilon N}.
\]

The apparent doping is therefore

\[
N_{\rm app}=N\,\frac{C_\infty}{C_0}. \tag{14}
\]

It lies below \(N\) and approaches \(N\) as the bias grows, because the fixed length \(\Lambda_\infty\) then matters less beside \(\varepsilon/C_0\).

## Worked example

The parameters are rough values in the regime of aluminium-doped 4H silicon carbide at 300 K: \(E_A=0.20\) eV, \(g=4\), hole mass 1, \(\varepsilon_r=10\), \(N_A=10^{17}\) and \(N_D=10^{15}\) cm\(^{-3}\), capture cross-section \(10^{-14}\) cm², and \(\Phi=13\) V. In engineering units, with elementary charge \(q\) and \(\varepsilon=\varepsilon_r\varepsilon_0\), the right sides of (5) and (11) are divided by \(q\), and \(L_D^2=\varepsilon k_BT/(q^2p_0)\). In (5), \(\theta\) becomes the thermal voltage, 0.02585 V.

**Bulk.** With \(N_v=2.509\times10^{19}\) cm\(^{-3}\),

\[
p_1=\frac{2.509\times10^{19}}{4}\,e^{-0.20/0.02585}=2.74\times10^{15}\ \text{cm}^{-3}.
\]

The quadratic gives \(p_0=1.47\times10^{16}\) cm\(^{-3}\), so \(f_0=(1.47+0.10)\times10^{16}/10^{17}=0.157\). Five acceptors in six are neutral. The emission rate is cross-section times thermal velocity times \(p_1\):

\[
e_h=10^{-14}\times1.168\times10^{7}\times2.739\times10^{15}=3.20\times10^8\ \text{s}^{-1},
\]

or 51 MHz after division by \(2\pi\). The bulk relaxation rate is \(e_h/f_0=2.04\times10^9\) s\(^{-1}\).

**Static limit.** The intercept shift in (5) is 0.052 V. The capacitance is \(C_0=23.29\) nF/cm², equivalent to a width \(\varepsilon/C_0=380.2\) nm. Solving Poisson's equation on a grid and differencing the charge between neighbouring biases gives the same 23.29 nF/cm².

**High-frequency limit.** Integrating (9) gives \(\Lambda_\infty=37.1\) nm. The estimate (12), with \(L_D=31.17\) nm and \(u^*=2.196\), is

\[
31.17\times\sqrt{2\times1.196}\times(1-0.148)=41.1\ \text{nm},
\]

which is 10.5 % too large. From (1),

\[
C_\infty=23.29\times\frac{380.2}{380.2+37.1}=21.2\ \text{nF/cm}^2,
\]

a drop of 8.9 %. By (14) the apparent doping is \(9.02\times10^{16}\) cm\(^{-3}\) instead of \(9.90\times10^{16}\). In this example the profile reads close to \(N\) even at high frequency, and far above the hole density. Deeper or strongly compensated acceptors give a larger error: with \(p_1=2.7\times10^{14}\) cm\(^{-3}\) and \(N_D/N_A=0.9\) the drop at the same bending is 36 %.

**Between the limits.**

| Frequency (MHz) | \(C\) (nF/cm²) | \(G/\omega\) (nF/cm²) |
|---|---|---|
| 10 | 23.28 | 0.099 |
| 100 | 22.89 | 0.634 |
| 300 | 22.23 | 0.849 |
| 1000 | 21.47 | 0.583 |
| 10000 | 21.22 | 0.071 |

The first row can be checked against (11). With \(\Lambda_1=2.607\times10^{-8}\) nm s and \(\omega=6.28\times10^7\) s\(^{-1}\), \(\omega\Lambda_1=1.64\) nm, and \(G/\omega\simeq23.29\times1.64/380.2=0.100\) nF/cm².

In this model, which leaves out series resistance, the loss peaks near 320 MHz, at \(\omega=6.3\,e_h\). This is close to the bulk rate \(e_h/f_0\), but one case does not establish a general rule. Reading the peak as \(\omega=e_h\) would here overstate the emission rate sixfold. The peak value, 0.85 nF/cm², is below half the capacitance step, 1.04 nF/cm², which a single relaxation time in \(C^*\) would give. The response is thus spread over several times. Accordingly, (13) errs by up to 18 % of \(\Lambda_\infty\), though by no more than 1.6 % of \(C_0\) in \(C^*\), for \(\omega\) between \(0.05\,e_h\) and \(200\,e_h\).

The bias independence of \(\Lambda\) was tested by solving (3) and (8) on a grid at 13 V and 5 V, for four frequencies from \(\omega=e_h\) to \(10^6e_h\). The lengths agreed with (9) to better than 0.001 % of \(\Lambda_\infty\).

## The model beside a real device

The least certain input is the capture cross-section, which is uncertain by decades. Within the model \(\Lambda\) depends on frequency only through \(\omega/e_h\), so a tenfold larger cross-section moves the whole curve to tenfold higher frequency and leaves \(C_0\) and \(C_\infty\) unchanged. The size of the dispersion depends instead on \(p_1\), and so on \(E_A\) and the hole mass. A density-of-states mass of 2.6, also used for 4H silicon carbide, raises \(f_0\) to 0.29, shrinks \(\Lambda_\infty\) to 20 nm and the capacitance drop to 5.0 %, and puts the loss peak near 430 MHz, at \(\omega=3.3\,e_h\). The digits of the example therefore describe the model, not the material.

Of the assumptions about the acceptors examined here, the one most strongly broken is a field-independent emission rate. Where \(f=1/2\) the field is 0.019 MV/cm, and the Poole–Frenkel effect lowers the barrier by about 0.033 eV. Emission there would rise by a factor of 3.6 along the field, or about 1.7 averaged over directions. The frequency scale is therefore uncertain by a factor of this order, even for a known cross-section. Letting \(e_h\) in (8) follow the local field, with capture raised in step, moves the loss peak up by a factor of 1.8 (averaged) or nearly 4 (along the field) and raises its height from 0.85 to 0.94 or 1.00 nF/cm². A lowering of \(E_A\) by the Coulomb energy at the mean acceptor spacing, 0.007 eV, would raise \(e_h\) by a further factor of 1.3.

A calculation with hole drift and diffusion (mobility 80 cm²/Vs), including 383 nm of neutral material, changes \(C^*\) at the loss peak by 0.95 %. With a hundredfold mobility the change falls to 0.0095 %, as it should if the flat quasi-Fermi level is its cause. The change is small beside \(C\) but not beside the loss: \(G/\omega\) rises from 0.85 to 1.06 nF/cm² at the peak, and from 0.58 to 1.15 nF/cm² at 1000 MHz. The raw loss then no longer peaks near 320 MHz. Most of this is the series resistance of the neutral layer. Subtracting that resistance from the impedance brings \(G/\omega\) at these two frequencies back to within 4 % of the model. The correction must therefore be made before a loss peak is read from data, and it grows with the thickness of the neutral layer. At 3000 MHz the simple subtraction already leaves \(G/\omega\) about 30 % too low; at 10000 MHz it fails altogether, and the last row of the table describes the acceptors alone, not a measurable device.

The remaining effects are small here. The n side, with \(10^{19}\) cm\(^{-3}\) ionized donors, takes about 1 % of the bending. Using \(\varepsilon_r=9.7\), to represent dielectric anisotropy, lowers \(C_0\) by 1.5 % at fixed doping and bending. The ratio \(p_0/N_v\approx6\times10^{-4}\) justifies non-degenerate statistics. The surface field of 0.68 MV/cm is about a quarter of a rough breakdown field of 3 MV/cm, and the band-to-band tunnelling distance is near 50 nm.

Temperature matters more. At 450 K, with bending and cross-section held fixed, \(f_0\) rises to 0.55 and \(e_h\) to \(9.5\times10^9\) s\(^{-1}\). \(\Lambda_\infty\) shrinks to 9.2 nm and the capacitance drop to 2.4 %. In this model a hot device shows less dispersion, and shows it at higher frequency. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
Input: N_A 1.0e+17, N_D 1.0e+15 cm^-3
Input: E_A 0.20 eV, degeneracy 4, hole mass 1.0
Input: eps_r 10.0, band bending 13.0 V, T 300 K
Input: cross-section 1.0e-14 cm^2, mobility 80 cm2/Vs
Thermal voltage: 0.02585 V
Valence-band density N_v: 2.509e+19 cm^-3
Thermal velocity: 1.168e+07 cm/s
p1: 2.739e+15 cm^-3; bulk holes p0: 1.470e+16 cm^-3
r = p0/p1: 5.368; bulk ionized fraction f0: 0.1570
Emission rate e_h: 3.199e+08 1/s; e_h/2pi: 50.9 MHz
Bulk relaxation rate e_h/f0: 2.037e+09 1/s
Debye length L_D: 31.17 nm
Intercept shift: 0.0522 V
Static C0: 23.288 nF/cm2; eps/C0: 380.20 nm
Static C0 from charge difference: 23.288 nF/cm2
High-frequency length Lambda_inf: 37.14 nm
Step position u*: 2.196; step estimate: 41.05 nm
Step estimate error: 10.5 %
High-frequency C_inf: 21.216 nF/cm2
Capacitance drop: 8.90 %
Low-frequency slope Lambda_1: 2.607e-08 nm s
Interpolation time Lambda_1/Lambda_inf: 7.019e-10 s
    10 MHz: C 23.280, G/w 0.0994 nF/cm2
    50 MHz: C 23.133, G/w 0.4185 nF/cm2
   100 MHz: C 22.894, G/w 0.6336 nF/cm2
   300 MHz: C 22.228, G/w 0.8493 nF/cm2
  1000 MHz: C 21.468, G/w 0.5830 nF/cm2
 10000 MHz: C 21.219, G/w 0.0707 nF/cm2
Loss-peak frequency (grid): 321 MHz
Peak w/e_h: 6.31; peak w*f0/e_h: 0.99
Peak G/w: 0.8504 nF/cm2
Interpolation worst error: 18.3 % of Lambda_inf
Interpolation worst error in C*: 1.58 % of C0
Riccati vs junction, worst: 0.000 % of Lambda_inf
True N_A-N_D: 9.900e+16; apparent doping: 9.019e+16 cm^-3
Hole transport changes C* at peak by 0.95 %
Same with 100x mobility: 0.0095 %
Neutral layer in transport test: 383 nm
Surface field: 0.681 MV/cm
Surface field over rough 3 MV/cm breakdown: 0.227
Tunnelling distance for rough 3.3 eV gap: 48.5 nm
Field where f = 1/2: 0.0190 MV/cm
Poole-Frenkel lowering there: 0.0331 eV
Emission boost: 3.60 along field, 1.72 averaged
Coulomb energy at acceptor spacing: 0.0067 eV
Emission factor if E_A falls by it: 1.30
Degeneracy measure p0/N_v: 5.86e-04
n-side share of bending for 1e19 cm^-3 donors: 0.98 %
C0 change for eps_r 9.7: -1.51 %
450 K: f0 0.551, e_h 9.489e+09 1/s
450 K: Lambda_inf 9.21 nm, drop 2.36 %
```
